# Does a semilocal density functional contain weakened van der Waals adhesion?

**The argument under comment.** An author wants the long-range adhesion of two germanium wafers before they touch. Calculations with a semilocal density functional give an attraction at gaps of a few angstroms. The author reasons: "Dispersion between thick bodies follows $-C/d^2$. The functional gives an attraction, though too weak at larger gaps. It therefore contains the van der Waals force with a reduced coefficient, and one factor, fitted at a convenient gap, will restore the full adhesion."

The proposal stands or falls with the distance dependence of the semilocal attraction. If that attraction has a tail $C'/d^2$ with $C'<C$, the factor $C/C'$ repairs it. I therefore derive the tail, and then the dispersion energy with which it should be compared.

## What is compared

Let the two surfaces be identical, neutral and non-polar, at zero temperature. The interaction energy per area is

$$E_{\rm int}(d)=E_{AB}(d)-E_A-E_B ,$$

negative for attraction. Atomic units are used in the algebra. A semilocal functional has the form $E_{xc}=\int f(n,|\nabla n|)\,d^3r$, with $f=0$ where $n=0$. Outside a surface the density falls as $n=n_0e^{-\kappa z}$. An orbital at depth $I$ below vacuum obeys $-\tfrac12\psi''=-I\psi$, so $\psi\propto e^{-\sqrt{2I}\,z}$ and $\kappa=2\sqrt{2I}$. For a thick crystal, the sum over states multiplies this exponential by powers of $1/z$, which speed up the decay.

**Electrostatics.** A neutral, laterally uniform surface has no field outside its charge, by Gauss's law. If its charge varies along the surface with period $a$, each Fourier component of the potential in vacuum satisfies $\phi_G''=G^2\phi_G$, hence $\phi_G\propto e^{-Gz}$ with $G\ge 2\pi/a$. The classical interaction of two such surfaces falls as $e^{-Gd}$. Penetration of the density tails adds terms of order $e^{-\kappa d}$, up to powers of $d$. None of this is a power law.

**Exchange and correlation.** The energy is stationary at the self-consistent solution, so the leading term follows from superposing the separate densities:

$$\Delta E_{xc}=\int\left[f(n_A+n_B)-f(n_A)-f(n_B)\right]dz ,$$

where the gradients in $f$ are understood. The integrand vanishes wherever one of the densities vanishes. What remains comes from overlap.

## The tail for local exchange

Take $f=-C_xn^{4/3}$ with $C_x=\tfrac34(3/\pi)^{1/3}$. Put $u=\kappa(z-d/2)$, which is zero at the midplane. Then

$$n_A=n_0e^{-\kappa d/2}e^{-u},\qquad n_B=n_0e^{-\kappa d/2}e^{u},$$

and the sum is $n_0e^{-\kappa d/2}\,2\cosh u$. The power $4/3$ turns the common factor into $n_0^{4/3}e^{-2\kappa d/3}$, and $dz=du/\kappa$. Therefore

$$\Delta E_x=-C_x\,n_0^{4/3}\,\frac{J}{\kappa}\,e^{-2\kappa d/3},$$

$$J=\int_{-\infty}^{\infty}\left[(2\cosh u)^{4/3}-e^{4u/3}-e^{-4u/3}\right]du .$$

For large $|u|$ the integrand falls as $\tfrac43e^{-2|u|/3}$, so the middle of the gap dominates. Extending the limits to infinity costs a relative error of order $e^{-\kappa d/3}$.

To evaluate $J$, start from $K(s)=\int(2\cosh u)^{-s}du$ with $s>0$. Let $t=e^u/(2\cosh u)$. Then $t(1-t)=(2\cosh u)^{-2}$ and $dt=2t(1-t)\,du$, so

$$K(s)=\frac12\int_0^1[t(1-t)]^{s/2-1}dt=\frac{\Gamma(s/2)^2}{2\,\Gamma(s)} .$$

Subtracting and adding $e^{-su}$ on the half-line gives

$$K(s)=2\int_0^\infty\left[(2\cosh u)^{-s}-e^{-su}\right]du+\frac2s .$$

The integral now converges for $s>-2$, so the identity continues analytically to $s=-4/3$, where $2/s=-3/2$. In $J$, the remaining term is $-2\int_0^\infty e^{-4u/3}du=-3/2$, the same number. Hence

$$J=\frac{\Gamma(-2/3)^2}{2\,\Gamma(-4/3)}=2.650 .$$

The apparent power of this tail is $-d\ln|\Delta E_x|/d\ln d=2\kappa d/3$. It grows with $d$. Over a short interval a log-log plot can look straight, and its slope then depends on where the interval lies.

## Does self-consistency restore a power law?

The superposed densities are not the final ones, so two corrections need an estimate.

First, the second surface changes the exchange potential in the tail of the first. At the midplane this change is of order $n^{1/3}\propto e^{-\kappa d/6}$. The second-order energy is of order $n\,(\delta v)^2/I\propto e^{-\kappa d/2}e^{-\kappa d/3}=e^{-5\kappa d/6}$. Beyond the midplane $(\delta v)^2$ grows as $e^{2u/3}$ while $n_A$ falls as $e^{-u}$, so the contribution remains bounded.

Second, orbitals on the two sides overlap. For two equal levels $\varepsilon$ with overlap $S$ and matrix element $h$, the two eigenvalues are $(\varepsilon\pm h)/(1\pm S)$. Their sum differs from $2\varepsilon$ by

$$\frac{2S(\varepsilon S-h)}{1-S^2}.$$

Both $S$ and $h$ are of order $e^{-\kappa d/2}$, up to powers of $d$, so this energy is of order $e^{-\kappa d}$. When the levels belong to a band much wider than the splitting, the number of electrons moved to the lower branch is proportional to the splitting, so unequal filling adds a term of order $(h-\varepsilon S)^2$, which is no larger. A discrete or flat level with one electron per side, such as an isolated dangling bond treated without spin polarization, is an exception: both electrons enter the lower level, the energy is of first order in $h-\varepsilon S$, and it falls as $e^{-\kappa d/2}$, more slowly than the exchange term but still exponentially. The estimates below assume the band case.

Relative to the leading term, the larger correction is $e^{-\kappa d/6}$. These are leading-order estimates, and a self-consistent calculation can contradict them. I take two model slabs, each 2.6 Å thick, with a uniform positive background of 0.025 Å⁻³, treated with local exchange and no correlation. The occupied subband starts at $-3.94$ eV, which gives $\kappa=2.033$ Å⁻¹. The interaction energies, in eV/Å², are:

| gap (Å) | self-consistent | superposed densities |
|---|---|---|
| 5 | $-1.88\times10^{-4}$ | $-1.72\times10^{-4}$ |
| 11 | $-7.20\times10^{-8}$ | $-6.94\times10^{-8}$ |
| 13 | $-4.83\times10^{-9}$ | $-4.73\times10^{-9}$ |
| 15 | $-3.22\times10^{-10}$ | $-3.19\times10^{-10}$ |

From 5 to 15 Å the attraction falls by a factor of nearly $6\times10^5$; a law $d^{-2}$ would fall by 9. Between 13 and 15 Å the decay rate is 1.3535 Å⁻¹, against $2\kappa/3=1.3555$ Å⁻¹.

The self-consistent attraction exceeds the superposition value by 3.8, 2.1 and 1.1 percent at 11, 13 and 15 Å. The excess is thus multiplied by about 0.55 for each further 2 Å. The estimate $e^{-\kappa d/6}$ predicts $e^{-0.68}=0.51$. Relaxation behaves as derived and brings in no slow tail.

The closed formula gives $-3.23\times10^{-10}$ eV/Å² at 15 Å. Its agreement with the self-consistent value to one or two parts in a thousand is partly fortunate: both lie about one percent above the superposition value in magnitude, for different reasons. At 5 Å the formula exceeds the superposition value by about 45 percent in magnitude: the main reason is that it assumes a purely exponential density, which is inaccurate at so short a gap. The infinite limits of integration account for only about 5 percent. Relaxation strengthens the attraction, so the excess over the self-consistent value is smaller, 32 percent of that value.

## Gradient corrections alter the overlap energy, but add no power law

PBE exchange multiplies the local energy density by

$$F(s)=1+0.804-\frac{0.804}{1+\mu s^2/0.804},\qquad s=\frac{|\nabla n|}{2(3\pi^2)^{1/3}n^{4/3}},$$

with $\mu=0.2195$. In a single exponential tail $|\nabla n|=\kappa n$, so $s\propto n^{-1/3}$ grows without limit and $F\to1.804$. If this held everywhere, the attraction would be 1.804 times the local one.

At the midplane, however, the two gradients cancel and the summed density has $F=1$. The bracket multiplying $-C_xn^{4/3}$ there tends to $2^{4/3}-2(1.804)=-1.09$, instead of the local value $2^{4/3}-2=0.52$. This layer is repulsive. For small $u$ the summed density has $s\propto u\,e^{\kappa d/6}$, so the layer in which $s$ is not large has a width proportional to $e^{-\kappa d/6}$. It disappears at large gaps and matters at small ones.

With the germanium parameters introduced below, the ratio of PBE to local exchange is 0.002 at 4 Å, 0.35 at 6 Å, 1.46 at 10 Å, 1.80 at 20 Å and 1.804 at 30 Å. These values count only the overlap between the two surface planes. At 4 Å attraction and repulsion nearly cancel in that region, and the small remainder does not settle the sign of the force: overlap inside the solids, omitted here, can exceed it. If the density is held at $n_0$ inside each solid, this overlap adds about $-1.7\times10^{-4}$ eV/Å² at 4 Å. The short-range PBE result therefore depends on the detailed surface density. A "weakened dispersion coefficient" extracted here would depend on the functional and on the fitting interval.

The rate $2\kappa/3$ belongs to functionals whose energy density scales as $n^{4/3}$ in the tail. Another positive power of $n$ gives another rate, still exponential. An energy density linear in $n$ gives no interaction, because the overlap term then vanishes. One proportional to $-|\nabla n|$ is also of first degree in $n$, but it is not linear: the two gradients oppose each other in the gap, and the overlap term is a repulsion proportional to $e^{-\kappa d/2}$. A gradient correction can therefore change the sign of the overlap energy as well as its size.

## The energy that is missing

Let each wafer be a half-space with dielectric function

$$\epsilon(\omega)=1+\frac{\omega_p^2}{\omega_0^2-\omega^2}.$$

Without retardation, a surface wave of lateral wavenumber $k$ has a potential that obeys Laplace's equation. With $x$ measured from the midplane, it varies as $\cosh kx$ or $\sinh kx$ in the gap, and decays as $e^{-k|x|}$ in the solids. Continuity of $\phi$ and of $\epsilon\phi'$ at $x=d/2$ requires

$$\epsilon=-\tanh(kd/2)\ \text{(even)},\qquad \epsilon=-\coth(kd/2)\ \text{(odd)}.$$

Write the even condition as $\epsilon=-\tau$, with $\tau=\tanh(kd/2)$. Then $\omega^2-\omega_0^2=\omega_p^2/(1+\tau)$, and $1/(1+\tau)=\tfrac12(1+e^{-kd})$. For the odd mode $\tau$ is replaced by $1/\tau$, which gives $\tfrac12(1-e^{-kd})$. Thus

$$\omega_\pm^2=\omega_s^2\pm\frac{\omega_p^2}{2}e^{-kd},\qquad \omega_s^2=\omega_0^2+\frac{\omega_p^2}{2}.$$

The fields of charge fluctuations couple the two surfaces. No electron density is needed in the gap. The zero-point energy, measured from infinite separation, is

$$E_{\rm disp}=\int\frac{d^2k}{(2\pi)^2}\,\frac12\left(\omega_++\omega_--2\omega_s\right).$$

With $d^2k=2\pi k\,dk$ and $x$ now standing for $kd$, this becomes

$$E_{\rm disp}=-\frac{A}{12\pi d^2},\qquad A=3\int_0^\infty x\left(2\omega_s-\omega_+-\omega_-\right)dx .$$

The square root is concave, so $\omega_++\omega_-<2\omega_s$ and $A>0$. All the distance dependence came from rescaling $k$, because half-spaces have no length of their own.

The semilocal functional cannot supply this term. It reads the density and its gradient point by point. Once the tails no longer overlap appreciably, moving the wafers changes neither input appreciably, while the coupled fluctuations still change their frequencies.

## Numbers for germanium

I take rough typical values: static dielectric constant 16, oscillator energy $\omega_0=4.3$ eV, ionization energy $I=4.7$ eV, and $n_0=0.18$ Å⁻³, about the mean valence density. Then $\kappa=2.221$ Å⁻¹.

For the dispersion energy, $\omega_p^2=(16-1)(4.3)^2=277$ eV², so $\omega_s=\sqrt{18.5+138.7}=12.54$ eV. The integral gives $A=1.97$ eV. At 10 Å,

$$E_{\rm disp}=-\frac{1.97}{12\pi(10)^2}=-5.2\times10^{-4}\ \text{eV/Å}^2,$$

or $-8.4$ mJ/m².

For local exchange at the same gap, the atomic unit of energy times length is 14.40 eV Å, and $C_x=0.7386$:

$$\Delta E_x=-(0.7386)(14.40)(0.18)^{4/3}\,\frac{2.650}{2.221}\,e^{-14.81}=-4.8\times10^{-7}\ \text{eV/Å}^2,$$

or $-0.0076$ mJ/m². This is a superposed-density estimate of the exchange part, not a total energy for germanium.

With exchange counted only between the surface planes, the ratio of local exchange to dispersion is 0.98 at 4 Å, 0.12 at 6 Å, $9\times10^{-4}$ at 10 Å and $1.4\times10^{-9}$ at 20 Å. Now apply the author's remedy. A factor fitted at 6 Å is $1/0.12\approx8$. At 10 Å the scaled exchange then supplies 0.8 percent of the dispersion energy. The near-equality at 4 Å is a crossing of two unrelated curves. The apparent power of the exchange curve is about 7 between 4 and 6 Å, and about 21 between 10 and 20 Å.

## How far the model can be trusted

Several omissions change the exchange prefactor at 10 Å. Correlation, evaluated on the same densities, adds $-2.5\times10^{-7}$ eV/Å² in the local approximation and $-0.5\times10^{-7}$ eV/Å² in PBE. States with in-plane momentum $k$ decay faster, since their barrier is raised by $k^2/2$. Averaging over a disc with the area of the surface zone, with all levels taken at the same depth, multiplies the exchange by about 0.2. Bringing the surfaces 1 Å closer multiplies exchange by 4.4 and dispersion by 1.2. Even the unfavourable combination of local correlation and the closer plane leaves the ratio near $5\times10^{-3}$.

Lateral corrugation deserves separate mention. For a surface cell of side 4.0 Å its field decays at 1.57 Å⁻¹, close to the exchange rate of 1.48 Å⁻¹. If a reconstruction doubles the period, the rate is 0.79 Å⁻¹, and this static term can outlast the exchange term. Its amplitude was not calculated. It is exponential all the same.

On the dispersion side, retardation reduces the energy by 2 percent at 10 Å, 30 percent at 100 Å and 83 percent at 1000 Å. At zero temperature and very large gaps only the static response and the speed of light matter, so dimensions require $E\propto\hbar c/d^3$. The computed power between 5000 and 10000 Å is 3.00. Retardation replaces one power by another. At 300 K the $d^{-3}$ law does not persist: beyond several micrometres only the static thermal fluctuations contribute, and the energy again falls as $d^{-2}$, with a strength proportional to the temperature. At gaps short enough for retardation to be neglected, a temperature of 300 K leaves $A$ unchanged to the digits given here, and complete static screening by free carriers would add 0.006 eV.

Real wafers break the assumption of clean, flat surfaces. Oxide, adsorbed water and roughness lie between the crystals. With 10 Å of oxide on each wafer and a 10 Å gap, the germanium half-spaces are 30 Å apart. If the oxide is counted as vacuum, their dispersion energy drops to one ninth; the attraction of the oxide layers to each other and to the germanium opposite must then be added. Bonds formed at contact are a matter of overlap and chemistry, outside both formulas. A semilocal functional may describe such binding without containing any dispersion tail.

## A long-range attraction that semilocal theory does contain

The condition of identical surfaces is needed. Let two metals have work functions that differ by $\Delta\Phi$, and let them exchange electrons. Moving $\sigma$ electrons per area gains $\sigma\Delta\Phi$ and creates a field $4\pi\sigma$, whose energy per area is $(4\pi\sigma)^2d/8\pi=2\pi\sigma^2d$. The minimum of $2\pi\sigma^2d-\sigma\Delta\Phi$ lies at $\sigma=\Delta\Phi/(4\pi d)$, so

$$E=-\frac{(\Delta\Phi)^2}{8\pi d}.$$

For $\Delta\Phi=0.1$ eV at 10 Å this is $-2.8\times10^{-6}$ eV/Å², about six times the local exchange estimate above. The value is for ideal metals; in semiconductors the charge spreads into depletion layers, which weakens the effect. A power-law tail in a semilocal calculation of unlike surfaces should therefore be examined for charge transfer before it is called van der Waals.

## What the author should do instead

The missing energy must be added as a term of its own, one that links distant points. The simplest is a pair attraction $-C_6/r^6$ between atoms of number density $\rho$. One atom at height $z$ above a half-space has the energy

$$-\rho C_6\int_z^\infty dh\int_0^\infty\frac{2\pi R\,dR}{(R^2+h^2)^3}=-\rho C_6\int_z^\infty\frac{\pi}{2h^4}\,dh=-\frac{\pi\rho C_6}{6z^3}.$$

Summing over the atoms of the second half-space, $\rho\int_d^\infty dz$, gives $-\pi\rho^2C_6/(12d^2)$. This has the required form, with $A=\pi^2\rho^2C_6$. It neglects the screening of one pair by other atoms, so $C_6$ has to be an effective value for the solid. At short range the added term must be damped, because overlap energies are already present there.

I recommend that the scaling factor be withdrawn. For identical neutral wafers the semilocal result should be reported as an energy of overlap and static electrostatics, and the dispersion part of the adhesion calculated separately. The numerical output below gives the remaining gaps and intermediate values.

## Values computed for the example and the checks

```
overlap number J (formula, quadrature): 2.64996, 2.64996
MODEL SLABS, self-consistent local exchange
background density: 0.025 1/A^3; thickness: 2.6 A
occupied subband bottom: -3.938 eV
tail rate kappa (level, density): 2.0332, 2.0318 1/A
tail prefactor n0: 0.0445 1/A^3
gap (A): self-consistent, frozen, closed formula (eV/A^2)
   5: -1.881e-04, -1.719e-04, -2.489e-04
   7: -1.490e-05, -1.364e-05, -1.655e-05
   9: -1.058e-06, -9.946e-07, -1.100e-06
  11: -7.201e-08, -6.938e-08, -7.312e-08
  13: -4.830e-09, -4.731e-09, -4.860e-09
  15: -3.224e-10, -3.188e-10, -3.231e-10
decay rate 13-15 A (computed, 2 kappa/3): 1.3535, 1.3555 1/A
GERMANIUM WAFERS, rough typical parameters
static dielectric constant: 16.0; oscillator: 4.3 eV
ionization energy: 4.7 eV; n0: 0.18 1/A^3
lattice constant: 5.66 A; surface cell side: 4.00 A
kappa: 2.221 1/A; 2 kappa/3: 1.481 1/A
surface mode energy: 12.54 eV
Hamaker constant (modes, imaginary frequency): 1.9708, 1.9708 eV
gap (A): local exchange, PBE exchange, dispersion (eV/A^2), local/dispersion
   4: -3.186e-03, -6.048e-06, -3.267e-03, 9.75e-01
   6: -1.753e-04, -6.146e-05, -1.452e-03, 1.21e-01
  10: -4.770e-07, -6.983e-07, -5.228e-04, 9.12e-04
  20: -1.768e-13, -3.179e-13, -1.307e-04, 1.35e-09
dispersion at 10 A: -8.38 mJ/m^2
local exchange at 10 A: -7.64e-03 mJ/m^2
PBE/local exchange at 30 A: 1.8036
SIZE OF NEGLECTED EFFECTS
correlation in overlap at 10 A (local, PBE): -2.50e-07, -5.12e-08 eV/A^2
retarded/nonretarded dispersion at 10 A: 0.9756
retarded/nonretarded dispersion at 100 A: 0.6974
retarded/nonretarded dispersion at 1000 A: 0.1684
power of retarded decay, 5000-10000 A: 2.996
Hamaker constant at 300 K: 1.9708 eV; free carriers add at most 0.0062 eV
in-plane averaging, density at 5 A times: 0.291; exchange times: 0.193
reference plane moved 1 A at 10 A gap (10 to 9 A): exchange times 4.40, dispersion times 1.23
corrugation field decay, simple and doubled cell: 1.570, 0.785 1/A
charge transfer, 0.1 eV difference, 10 A, ideal metals: -2.76e-06 eV/A^2
```
